\section*{Thermal resistance of a platinum-YIG contact expressed as a YIG thickness}

\section*{Problem}

A platinum film lies on yttrium iron garnet (YIG), a magnetic insulator. In spin caloritronics such a pair is used to turn a heat current into a spin current. Heat leaving the platinum must first cross the interface, where the temperature jumps, and then flow through the YIG. The interface has thermal conductance $G=2\times10^{8}\ \mathrm{W/(m^2\,K)}$, and YIG has bulk thermal conductivity $\kappa=7\ \mathrm{W/(m\,K)}$.

\begin{enumerate}
\item[(a)] How thick is the layer of YIG whose thermal resistance equals that of the contact?
\item[(b)] A heat flux $q=10^{7}\ \mathrm{W/m^2}$ passes from 5 nm of platinum through 200 nm of YIG into a sink at 300 K. What are the temperature drops at the contact and in the YIG?
\item[(c)] How firm is the answer to (a), and when may the contact not be replaced by that layer?
\end{enumerate}

SI units and nanometres are used, being the natural ones here. All resistances are for unit area, in $\mathrm{m^2\,K/W}$.

\section*{Solution}

\subsection*{(a) The equivalent thickness}

Let $z$ be the depth into the YIG, with $z=0$ at the interface and $z=d$ at the sink. The flux $q$ is positive when heat flows from platinum into YIG. The contact is taken to be much wider than the film is thick, so that heat flows along $z$ alone. The flow is steady, and no heat is produced in the YIG, so $q$ is the same at every depth.

The interface conductance is defined by the temperature jump that accompanies the flux:
\begin{equation}
q=G\,\bigl[T_{\rm Pt}-T(0)\bigr]
\quad\Longrightarrow\quad
R_{\rm c}=\frac{T_{\rm Pt}-T(0)}{q}=\frac1G .
\end{equation}
Here $T_{\rm Pt}$ is the temperature of the platinum lattice at the interface, and $T(0)$ that of the YIG just below it.

Inside the YIG, Fourier's law reads $q=-\kappa\,dT/dz$. The minus sign says that heat flows towards lower temperature. With $q$ and $\kappa$ constant, integration across a layer of thickness $t$ gives
\begin{equation}
T(0)-T(t)=\frac{q\,t}{\kappa}
\quad\Longrightarrow\quad
R_{\rm YIG}(t)=\frac{t}{\kappa}.
\end{equation}
The equivalent thickness $L$ is the value of $t$ at which the two resistances agree:
\begin{equation}
\frac{L}{\kappa}=\frac1G
\quad\Longrightarrow\quad
L=\frac{\kappa}{G}.
\end{equation}
The unit is $\mathrm{[W/(m\,K)]/[W/(m^2\,K)]=m}$, as it must be. With the given values,
\begin{equation}
R_{\rm c}=\frac{1}{2\times10^{8}}=5\times10^{-9}\ \mathrm{m^2\,K/W},
\qquad
L=\frac{7}{2\times10^{8}}\ \mathrm{m}=35\ \mathrm{nm}.
\end{equation}
The contact resists the heat flow as much as 35 nm of YIG that conducts as in bulk.

This length can be read off the temperature profile. In the YIG, $T(z)=T(0)-qz/\kappa$. Continue this straight line to the point $z^*$ where it reaches the platinum temperature:
\begin{equation}
T(0)-\frac{q z^*}{\kappa}=T_{\rm Pt}=T(0)+\frac qG
\quad\Longrightarrow\quad
z^*=-\frac{\kappa}{G}=-L .
\end{equation}
The negative sign places the point on the platinum side. To the YIG, the platinum looks like a body in perfect contact, but 35 nm further away. A numerical solution of the heat flow, with its YIG profile continued in this way, also gives 35.00 nm.

\subsection*{(b) Temperature drops}

The same flux crosses the contact and the film, so their drops add:
\begin{equation}
\Delta T=\frac qG+\frac{q d}{\kappa}=\frac{q}{\kappa}\,(L+d).
\end{equation}
The gradient in the YIG is $q/\kappa=10^{7}/7\ \mathrm{K/m}=1.43\ \mathrm{K/\mu m}$. Hence
\begin{align}
\text{contact:}\quad & \frac{10^{7}}{2\times10^{8}}\ \mathrm{K}=50\ \mathrm{mK},\\
\text{YIG film:}\quad & 1.43\ \mathrm{K/\mu m}\times0.200\ \mathrm{\mu m}=286\ \mathrm{mK},
\end{align}
and the sum is 336 mK. The contact takes the share
\begin{equation}
s=\frac{q/G}{\Delta T}=\frac{L}{L+d}=\frac{35}{235}=14.9\,\% .
\end{equation}
The length $L$ thus separates two regimes. For $d\gg L$ the share falls as $L/d$, and the film governs the heat flow. For $d\ll L$ it tends to one, and thinning the YIG further hardly lowers the total resistance. At $d=L$ the drops are equal.

The conductivity was taken as constant. If it varies as $1/T$, its relative change over the whole drop is about $0.336/300=0.11\,\%$, which is negligible here.

\subsection*{(c) How firm the number is}

Taking the logarithm, $\ln L=\ln\kappa-\ln G$, and differentiating gives
\begin{equation}
\frac{dL}{L}=\frac{d\kappa}{\kappa}-\frac{dG}{G}.
\end{equation}
Equal relative errors in $\kappa$ and $G$ matter equally, with opposite signs. The conductance is the less certain input, since it depends on how the interface was prepared. The table uses rough ranges for both and combines their ends so as to make $L$ smallest and largest. The share $L/(L+d)$ is for a film thickness held at 200 nm.

\begin{center}
\begin{tabular}{lcccc}
\hline
Case & $\kappa$ & $G$ & $L$ & Share \\
 & W/(m K) & $10^8$ W/(m$^2$ K) & nm & \% \\
\hline
Good contact & 6 & 3 & 20 & 9 \\
Given values & 7 & 2 & 35 & 15 \\
Poor contact & 8 & 1 & 80 & 29 \\
\hline
\end{tabular}
\end{center}

Between the outer rows $L$ changes by a factor of 4, of which 3 comes from $G$ and $8/6$ from $\kappa$. The estimate therefore means a few tens of nanometres; the second digit of 35 is no firmer than the inputs.

\subsection*{(c) Limit in time: an ideal contact stores no heat}

The equality of resistances was derived for steady flow. Suppose instead that the flux entering the stack oscillates as $q\,e^{i\omega t}$. A YIG layer must be warmed and cooled in each cycle, whereas the ideal contact has no heat capacity. Heat storage in the platinum is left out by letting $q$ be the flux that leaves it.

Let $x=d-z$ be the distance from the sink, $\theta(x)$ the complex amplitude of the temperature oscillation, and $C$ the heat capacity per volume. The heat equation and its boundary conditions are
\begin{equation}
\kappa\,\theta''=i\omega C\,\theta,\qquad \theta(0)=0,\qquad \kappa\,\theta'(d)=q .
\end{equation}
For slow oscillation write $\theta=\theta_0+\theta_1$, with $\theta_1$ of first order in $\omega$. At zeroth order $\theta_0''=0$, so $\theta_0=qx/\kappa$, the steady profile. It already carries the full flux, so the correction obeys
\begin{equation}
\theta_1''=\frac{i\omega C q}{\kappa^2}\,x,\qquad \theta_1(0)=0,\qquad \theta_1'(d)=0 .
\end{equation}
One integration, using the condition at $x=d$, gives
\begin{equation}
\theta_1'(x)=\frac{i\omega Cq}{2\kappa^2}\,(x^2-d^2).
\end{equation}
A second integration, from $0$ to $d$, gives
\begin{equation}
\theta_1(d)=\frac{i\omega Cq}{2\kappa^2}\left(\frac{d^3}{3}-d^3\right)
=-\frac{i\omega C q\,d^3}{3\kappa^2}.
\end{equation}
With the thermal diffusivity $D=\kappa/C$, the thermal impedance $Z=\theta(d)/q$ of the film is, to first order in $\omega$,
\begin{equation}
Z(d)=\frac d\kappa-\frac{i\omega d^3}{3\kappa D}.
\end{equation}
The film with its contact has $Z(d)+L/\kappa$. The film thickened by $L$ has $Z(d+L)$. The steady parts agree, and the difference is
\begin{equation}
Z(d)+\frac L\kappa-Z(d+L)=\frac{i\omega}{3\kappa D}\left[(d+L)^3-d^3\right].
\end{equation}
Divided by the steady resistance $(d+L)/\kappa$, its magnitude is the relative error of the replacement:
\begin{equation}
\varepsilon=\frac{\omega\left[(d+L)^3-d^3\right]}{3D\,(d+L)} .
\end{equation}
The factor $i$ means that the error first appears as a shift in phase.

A rough heat capacity $C=3\times10^{6}\ \mathrm{J/(m^3\,K)}$ gives $D=7/(3\times10^{6})=2.33\times10^{-6}\ \mathrm{m^2/s}$. With $d=200$ nm and $L=35$ nm the bracket is $(235^3-200^3)\ \mathrm{nm^3}=4.98\times10^{-21}\ \mathrm{m^3}$. For $\varepsilon=0.01$,
\begin{equation}
\omega=\frac{0.01\times3\times2.33\times10^{-6}\times2.35\times10^{-7}}{4.98\times10^{-21}}\ \mathrm{s^{-1}}
=3.3\times10^{6}\ \mathrm{s^{-1}},
\end{equation}
or $\omega/2\pi=0.53$ MHz. The expansion is sound there, since $\omega(d+L)^2/D\approx0.08$ is small. A numerical solution for both stacks at this frequency also gives an error of 1\,\%. For this film on an ideal sink the replacement is thus good to 1\,\% up to about half a megahertz. The limit depends on where the sink lies. If YIG-like material extends much deeper than the penetration depth $\sqrt{D/\omega}$, the impedance is $Z=1/(\kappa\sqrt{i\omega/D})$ and adding a layer $L$ does not change it, while the contact still adds $L/\kappa$. The relative error is then $L\sqrt{\omega/D}$, which reaches 1\,\% at $\omega=10^{-4}D/L^2$, about 30 kHz, and about 4\,\% at half a megahertz. For short heat pulses the contact must be kept as a contact.

\subsection*{(c) Limit in size: bulk-like YIG and a real thin film}

Fourier's law with the bulk $\kappa$ requires a layer much thicker than the mean free path $\Lambda$ of the heat carriers. To size this, take phonons with a single speed $v$, a single $\Lambda$ and heat capacity $C_{\rm p}$ per volume. Let $\mu$ be the cosine of the angle between a phonon's direction and the $z$ axis; a fraction $d\mu/2$ of the phonons lies in the range $d\mu$. Phonons reaching depth $z$ were last scattered, on average, at $z-\Lambda\mu$, and bring the temperature of that place. For a weak gradient,
\begin{equation}
q=\int_{-1}^{1}\frac{d\mu}{2}\,v\mu\,C_{\rm p}\left[T-\Lambda\mu\frac{dT}{dz}\right]
=-\frac{C_{\rm p}v\Lambda}{3}\frac{dT}{dz}.
\end{equation}
The first term vanishes because it is odd in $\mu$, and the second uses $\int_{-1}^{1}\mu^2d\mu/2=1/3$. Hence $\kappa=C_{\rm p}v\Lambda/3$, or $\Lambda=3\kappa/(C_{\rm p}v)$.

In the opposite limit, a slab much thinner than $\Lambda$ between walls that absorb every phonon, the phonons fly straight across. The flux is then
\begin{equation}
q=\int_0^1\frac{d\mu}{2}\,v\mu\,C_{\rm p}\,\Delta T=\frac{C_{\rm p}v}{4}\,\Delta T ,
\end{equation}
which is a resistance $4/(C_{\rm p}v)=4\Lambda/(3\kappa)$. Adding it to $t/\kappa$ gives a formula that has both limits and interpolates between them:
\begin{equation}
\frac{t}{\kappa_{\rm eff}}=\frac t\kappa+\frac{4\Lambda}{3\kappa}
\quad\Longrightarrow\quad
\frac{\kappa_{\rm eff}}{\kappa}=\frac{1}{1+4\Lambda/(3t)} .
\end{equation}

The uncertain quantity is $C_{\rm p}$, since YIG has many atoms per cell and many slow branches that store heat but carry little. Two widely different choices are made, both with the rough speed $v=4300$ m/s.

If all modes carry heat, $C_{\rm p}=C$ and $\Lambda=21/(3\times10^6\times4300)\ \mathrm{m}=1.6$ nm. A 35 nm slab then conducts with 94\,\% of the bulk conductivity.

If the acoustic branches alone carry heat, each mode contributes $k_{\rm B}$ in the classical limit. The cubic cell, of edge $a=1.24$ nm, holds two primitive cells with three acoustic branches each, so $C_{\rm p}=6k_{\rm B}/a^3=4.34\times10^{4}\ \mathrm{J/(m^3\,K)}$. This gives $\Lambda=112$ nm, and the formula gives 19\,\% of the bulk conductivity.

A numerical solution of the transport equation for the same slab and walls gives about 94\,\% and 18\,\%, against 94\,\% and 19\,\% from the formula, so the interpolation serves well in both cases. The second choice is probably too extreme. Each of the two walls accounts for half of the ballistic resistance $4/(C_{\rm p}v)$, and platinum, whose product of heat capacity and phonon speed is far larger than this $C_{\rm p}v$, acts nearly as such a wall. Even a contact that let every YIG phonon into the platinum would then have a conductance of only about $C_{\rm p}v/2\approx9\times10^{7}\ \mathrm{W/(m^2\,K)}$, which is below the given $G$. This ceiling is not general: between media of equal $C_{\rm p}v$ a fully transmitting contact has no temperature jump.

With these two choices, a 35 nm film between absorbing walls resists heat about 1.1 times or about 5 times as much as its bulk conductivity suggests. These figures are not strict bounds: at the same $\kappa$ and $C_{\rm p}$, a lower mean phonon speed would mean a longer $\Lambda$ and a larger factor. The result $L=35$ nm is a conversion of a resistance into a length of bulk-like material, and as such it stands. It does not predict the resistance of a real film of that thickness. The 200 nm film in (b) is affected too if $\Lambda$ is near the upper value, since each wall then adds the equivalent of about $2\Lambda/3\approx75$ nm, not small against $d$. The part at the platinum side belongs to the contact and is already in $G$ if $G$ refers to the extrapolated bulk profile; the part at an absorbing sink is additional.

\subsection*{(c) What happens inside the platinum}

If the platinum is heated by an electric current, the heat starts in its electrons. It must pass to the platinum lattice before crossing the interface, if the electrons hand none directly to the YIG. Let $g$ be the power exchanged per volume and per kelvin between electrons at $T_{\rm e}$ and the lattice at $T_{\rm p}$. In steady flow the lattice receives all the heat in this way, so over the thickness $d_{\rm Pt}$
\begin{equation}
q=\int_0^{d_{\rm Pt}} g\,(T_{\rm e}-T_{\rm p})\,dy
= g\,d_{\rm Pt}\,\overline{(T_{\rm e}-T_{\rm p})} ,
\end{equation}
where the bar is the mean over the thickness. The mean offset is $q/(g\,d_{\rm Pt})$, wherever in the film the electrons are heated. With a rough $g=5\times10^{17}\ \mathrm{W/(m^3\,K)}$ and $d_{\rm Pt}=5$ nm, the corresponding resistance is
\begin{equation}
\frac{1}{5\times10^{17}\times5\times10^{-9}}=4\times10^{-10}\ \mathrm{m^2\,K/W}.
\end{equation}
The lattice is itself warmer on average than at the interface. For uniform heating and rough conductivities of 25 W/(m K) for electrons and 5 W/(m K) for the lattice, a numerical two-temperature solution adds $2.9\times10^{-10}\ \mathrm{m^2\,K/W}$. The sum, $6.9\times10^{-10}\ \mathrm{m^2\,K/W}$, is 14\,\% of the contact resistance. Multiplied by $\kappa$ it corresponds to 4.8 nm of YIG, and at the given flux to a further 7 mK.

Whether to add this depends on how $G$ was obtained. If $G$ refers to the lattice temperature at the interface, as here, the mean electron temperature lies above the YIG surface by the equivalent of about 40 nm of YIG. If $G$ was deduced from the mean electron temperature of a similar film, the extra part is already in it.

\subsection*{The estimate beside a real device}

The values of $\kappa$ and $G$ are rough ones for room temperature. The sink directly under the film is an idealization: a YIG film may instead lie on a garnet substrate a fraction of a millimetre thick. If 0.5 mm of substrate conducted like YIG and heat flowed straight down, the contact's share of the total drop would fall from 15\,\% to $35\ \mathrm{nm}/0.5\ \mathrm{mm}=0.007\,\%$. The flux of $10^7\ \mathrm{W/m^2}$ would then need a drop of about 700 K at constant $\kappa$, and more if $\kappa$ falls with temperature, so it suits a narrow heated strip, from which heat spreads sideways in the substrate. The strip must still be much wider than 200 nm for the one-dimensional treatment of the film. None of this changes $L$, which belongs to the contact and the YIG next to it.

The length also has a limited meaning for the spin signal. It compares resistances to the total heat flow. The spin Seebeck effect depends on the difference between the temperature of the magnons in YIG and that of the electrons in platinum, and also on the magnon current that the temperature gradient drives within the YIG. The magnons need not share the lattice temperature near the interface. The 50 mK at the contact is therefore a lattice temperature jump, and finding the spin current from it requires a separate account of the magnons. Apart from the substrate thickness, the material and film values used here are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
YIG thermal conductivity: 7 W/(m K)
contact thermal conductance: 2e+08 W/(m^2 K)
contact resistance 1/G: 5e-09 m^2 K/W
equivalent YIG thickness kappa/G: 35.00 nm
same length from numerical profile: 35.00 nm
heat flux: 1e+07 W/m^2
YIG film thickness: 200 nm
sink temperature: 300 K
temperature gradient in YIG: 1.43 K/um
drop at contact: 50.0 mK
drop in YIG film: 285.7 mK
total drop: 335.7 mK
contact share of total drop: 14.9 %
low kappa: 6 W/(m K)
high kappa: 8 W/(m K)
low G: 1e+08 W/(m^2 K)
high G: 3e+08 W/(m^2 K)
smallest L in rough range: 20 nm
largest L in rough range: 80 nm
YIG heat capacity: 3e+06 J/(m^3 K)
YIG thermal diffusivity: 2.33e-06 m^2/s
frequency for 1% predicted error: 0.526 MHz
error found at that frequency: 1 %
sound speed: 4.3e+03 m/s
YIG lattice constant: 1.24 nm
acoustic-only heat capacity: 4.34e+04 J/(m^3 K)
mean free path, all modes: 1.63 nm
kappa_eff/kappa at thickness L, formula, all modes: 0.942 (1)
kappa_eff/kappa at thickness L, transport, all modes: 0.939 (1)
mean free path, acoustic only: 112 nm
kappa_eff/kappa at thickness L, formula, acoustic only: 0.189 (1)
kappa_eff/kappa at thickness L, transport, acoustic only: 0.184 (1)
Pt thickness: 5 nm
Pt electron conductivity: 25 W/(m K)
Pt lattice conductivity: 5 W/(m K)
Pt electron-phonon coupling: 5e+17 W/(m^3 K)
Pt electron-lattice offset resistance: 4e-10 m^2 K/W
Pt mean lattice-to-contact resistance: 2.9e-10 m^2 K/W
Pt total extra resistance: 6.9e-10 m^2 K/W
Pt extra as YIG thickness: 4.83 nm
Pt extra relative to contact: 13.8 %
kappa change if kappa ~ 1/T, over total drop: 0.112 %
\end{verbatim}
